# The relativistic rise of energy loss and its density-effect saturation

A heavy charge $z$ moving at speed $v=\beta c$ through matter loses, per unit length,

$$S=\frac{z^2\omega_p^2}{2v^2}\,[F_L+F_T+F_C],\qquad F_T=\ln\gamma^2-\beta^2-\delta .$$

$F_L$ comes from longitudinal exchange in distant collisions, $F_T$ from transverse photons in distant collisions, and $F_C$ from close collisions. As $\gamma\to\infty$,

$$\delta\to 2\ln\frac{\beta\gamma\omega_p}{I}-1,\qquad F_T\to 2\ln\frac{I}{\omega_p}.$$

The transverse term rises because the field reaches farther as $\gamma$ grows. It saturates because the medium changes the distant field: screening and absorption limit its reach, and the loss to Cherenkov light tends to a constant. The usual stopping number $L$ is half the bracket, so distant transverse photons supply half of the $\ln\gamma^2-\beta^2$ in $L$. Close collisions supply the other half, which does not saturate for a point charge of unlimited mass.

## The model and its assumptions

Atomic units are used in the algebra ($\hbar=m=e=1$), and $\omega_p^2=4\pi n$ for electron density $n$. The charge is a point, is treated in first Born approximation ($z\ll v$), is much faster than the bound electrons, and is so heavy that its mass far exceeds $\gamma$ electron masses. For distant collisions the medium is described by

$$\varepsilon(\omega)=1+\sum_j\frac{f_j\omega_p^2}{\omega_j^2-\omega^2-i\omega\Gamma_j},\qquad \sum_j f_j=1 .$$

The worked case has $\omega_p=30$ eV and oscillators at 12, 60 and 600 eV, with strengths 0.5, 0.3, 0.2 and widths 3, 20, 200 eV. These are chosen parameters, not those of a named solid.

Two properties are needed. For $\omega=a+ib$ with $a>0$, $b\ge0$, each denominator has imaginary part $-2ab-\Gamma_ja<0$, so $\mathrm{Im}\,\varepsilon>0$. On the imaginary axis, $\varepsilon(iy)=1+\sum_j f_j\omega_p^2/(\omega_j^2+y^2+\Gamma_jy)$ is real and falls steadily from $\varepsilon(0)$ to 1. Hence $\varepsilon$ has no zero in the upper half-plane (the left quadrant follows by reflection), and $g=1-1/\varepsilon$ is analytic there. Cauchy's formula for $g(iy)$, added to the vanishing integral with its pole at $-iy$, gives

$$g(iy)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{2\omega\,g(\omega)}{\omega^2+y^2}d\omega=\frac2\pi\int_0^\infty\frac{\omega\,\mathrm{Im}(-1/\varepsilon)}{\omega^2+y^2}d\omega,$$

since $\mathrm{Re}\,g$ is even and $\mathrm{Im}\,g$ odd. Define the average

$$\langle h\rangle=\frac{2}{\pi\omega_p^2}\int_0^\infty\omega\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)h(\omega)\,d\omega,\qquad \ln I=\langle\ln\omega\rangle .$$

Then $1-1/\varepsilon(iy)=\omega_p^2\langle(\omega^2+y^2)^{-1}\rangle$. At large $y$ the left side is $\omega_p^2/y^2$, so $\langle1\rangle=1$. The same argument for $\varepsilon-1$ gives $(2/\pi\omega_p^2)\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon\,d\omega=1$.

## Two kinds of exchange

For fields varying as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, the moving charge has $\omega=\mathbf q\cdot\mathbf v$. Per unit charge, Maxwell's equations read

$$q^2\mathbf E-\mathbf q(\mathbf q\cdot\mathbf E)-\frac{\varepsilon\omega^2}{c^2}\mathbf E=\frac{4\pi i\omega}{c^2}\mathbf v .$$

Along $\mathbf q$ the first two terms cancel; across $\mathbf q$ the second vanishes. Therefore

$$\mathbf E_L=-\frac{4\pi i}{\omega\varepsilon}\mathbf v_L,\qquad \mathbf E_T=\frac{4\pi i\omega/c^2}{q^2-\varepsilon\omega^2/c^2}\mathbf v_T,$$

with $v_L=\omega/q$ and $v_T^2=v^2-\omega^2/q^2$. The second denominator is that of the transverse photon propagator in the medium.

The retarding force is $S=-(z^2/v)\int d^3q\,(2\pi)^{-3}\,\mathrm{Re}(\mathbf v\cdot\mathbf E)$. At fixed $\omega$ the component of $\mathbf q$ along $\mathbf v$ is $\omega/v$, so $d^3q=2\pi q\,dq\,d\omega/v$. Negative frequencies double the positive ones. Collecting factors,

$$S=\frac{2z^2}{\pi v^2}\int_0^\infty\!\omega\,d\omega\int_{\omega/v}\!q\,dq\left\{\frac{\mathrm{Im}(-1/\varepsilon)}{q^2}+\mathrm{Im}\frac{\beta^2-\omega^2/q^2c^2}{q^2-\varepsilon\omega^2/c^2}\right\}.$$

**Longitudinal part.** Cutting $q$ at $q_1$ gives $\int dq/q=\ln(q_1v/\omega)$. The frequency average then gives $S_L=(z^2\omega_p^2/v^2)\ln(q_1v/I)$, or, with $Q_1=q_1^2/2$,

$$F_L=\ln\frac{2v^2Q_1}{I^2}.$$

It contains $v$ but no $\gamma$, and so has no relativistic rise.

The cut may lie beyond the dipole range, because the energy-weighted strength is the same at every $q$. With $\rho=\sum_je^{i\mathbf q\cdot\mathbf r_j}$ and a local potential, $[H,\rho]=\sum_je^{i\mathbf q\cdot\mathbf r_j}(\mathbf q\cdot\mathbf p_j+q^2/2)$, and hence $[[H,\rho],\rho^\dagger]=-Nq^2$ for $N$ electrons. Its ground-state average equals $-2\sum_n(E_n-E_0)|\langle n|\rho|0\rangle|^2$ when $\mathbf q$ and $-\mathbf q$ are equivalent. The sum is thus $Nq^2/2$. We place $Q_1$ far above the binding energies but far below $c^2$.

**Transverse part.** Put $s=q^2c^2/\omega^2$. The $q$-integral becomes

$$\frac12\,\mathrm{Im}\int_{1/\beta^2}^\infty\frac{\beta^2-1/s}{s-\varepsilon}ds
=\frac12\,\mathrm{Im}\int_{1/\beta^2}^\infty\left[\frac{\beta^2-1/\varepsilon}{s-\varepsilon}+\frac1{\varepsilon s}\right]ds .$$

The antiderivative is $(\beta^2-1/\varepsilon)\ln(s-\varepsilon)+(1/\varepsilon)\ln s$. At large $s$ it tends to the real quantity $\beta^2\ln s$. At the lower limit use $\ln(\beta^{-2}-\varepsilon)=\ln(1-\beta^2\varepsilon)-\ln\beta^2$; the terms in $(1/\varepsilon)\ln\beta^2$ cancel, and $\beta^2\ln\beta^2$ is real. What remains is

$$F_T=\frac{2}{\pi\omega_p^2}\int_0^\infty\omega\,\mathrm{Im}\left[\left(\frac1\varepsilon-\beta^2\right)\ln(1-\beta^2\varepsilon)\right]d\omega .$$

The $q$-integral converges at $q$ of order $\omega/c$ without a cutoff, which is why this is a distant-collision term. Before integration, $\beta^2-1/s\ge0$ and $\mathrm{Im}(s-\varepsilon)^{-1}\ge0$, so $F_T\ge0$.

## Why it rises

In a dilute medium write $\varepsilon=1+\eta$ with $\gamma^2|\eta|\ll1$. Since $1-\beta^2=\gamma^{-2}$, to first order

$$\frac1\varepsilon-\beta^2=\gamma^{-2}-\eta,\qquad \ln(1-\beta^2\varepsilon)=-\ln\gamma^2-\beta^2\gamma^2\eta .$$

The imaginary part of the product is $\mathrm{Im}\,\eta\,(\ln\gamma^2-\beta^2)$, and the sum rule for $\mathrm{Im}\,\varepsilon$ gives $F_T=\ln\gamma^2-\beta^2$.

To see which photons produce the logarithm, let $k_\perp$ be the component of $\mathbf q$ across $\mathbf v$ and set $t=(k_\perp v/\omega)^2$, so that $s=(1+t)/\beta^2$. The same integral reads

$$\ln\gamma^2-\beta^2=\int_0^\infty\frac{\beta^4\,t\,dt}{(1+t)(t+\gamma^{-2})^2}.$$

For $\beta$ near 1 the integrand is close to $1/t$ between $\gamma^{-2}$ and 1. The logarithm therefore comes from $\omega/\gamma v<k_\perp<\omega/v$, that is, from distances between $v/\omega$ and $\gamma v/\omega$. Raising $\gamma$ adds more distant electrons. Numerically, the part with $t>0.01$ is 4.615 at both $\gamma=10^3$ and $10^4$, while the part with $t<0.01$ grows from 8.201 to 12.806, an increase of $\ln100$.

## Why it saturates

At finite density the frequency integral can be moved from the real to the imaginary axis. The first quadrant contains no singularity, because $\varepsilon$ is not real there. The real-axis integral thus equals the imaginary-axis integral plus a large arc from $iR$ to $R$.

On the arc $\varepsilon\simeq1-\omega_p^2/\omega^2$, and the integrand, including its factor $\omega$, is

$$-\frac{\ln\gamma^2}{\gamma^2}\,\omega+\frac{\omega_p^2}{\omega}(\beta^2-\ln\gamma^2)+\dots$$

The first term integrates to a real number. In the second, $\int d\omega/\omega=-i\pi/2$ plus nothing real, since the modulus is constant. After the factor $2/\pi\omega_p^2$, the arc gives $\ln\gamma^2-\beta^2$ at any density.

On the imaginary axis $\omega\,d\omega=-y\,dy$, and the integrand is real unless $1-\beta^2\varepsilon(iy)<0$. This happens for $y<\ell$, where $\varepsilon(i\ell)=1/\beta^2$. Approached from the quadrant, where $\mathrm{Im}\,\varepsilon>0$, the logarithm there has imaginary part $-\pi$. The axis contributes $(2/\omega_p^2)\int_0^\ell y(1/\varepsilon-\beta^2)dy$, which is $-\delta$:

$$\delta=\frac2{\omega_p^2}\int_0^\ell y\left[\beta^2-\frac1{\varepsilon(iy)}\right]dy .$$

If $\beta^2\varepsilon(0)<1$ there is no $\ell$, and $\delta=0$ however dense the insulator. In the model $\varepsilon(0)=4.20$, so the density effect starts at $\beta=0.488$, or $\gamma=1.146$.

Now insert $\beta^2-1/\varepsilon(iy)=-\gamma^{-2}+\omega_p^2\langle(\omega^2+y^2)^{-1}\rangle$ and integrate over $y$:

$$\delta=\left\langle\ln\left(1+\frac{\ell^2}{\omega^2}\right)\right\rangle-\frac{\ell^2}{\gamma^2\omega_p^2}.$$

For large $\gamma$, $\ell$ lies far above the resonances, where $\varepsilon(i\ell)-1\simeq\omega_p^2/\ell^2$. Setting this equal to $1/\beta^2-1=1/(\beta\gamma)^2$ gives $\ell\to\beta\gamma\omega_p$. The average tends to $2\ln(\ell/I)$ and the last term to $-1$, which is the stated limit of $\delta$. In $F_T$ the two $\ln\gamma^2$ cancel and $-\beta^2$ cancels $+1$, leaving $2\ln(I/\omega_p)$. Since $F_T\ge0$, it follows that $I\ge\omega_p$.

The length behind this limit appears in the transverse denominator:

$$q^2-\frac{\varepsilon\omega^2}{c^2}=k_\perp^2+\kappa^2,\qquad \kappa=\frac{\omega}{v}\sqrt{1-\beta^2\varepsilon}.$$

Above the resonances, $\kappa^2\simeq\omega^2/(\gamma v)^2+\omega_p^2/c^2$. The range $1/\mathrm{Re}\,\kappa$ first grows as $\gamma v/\omega$ and then stops near $c/\omega_p$, with the change at $\gamma\approx\omega/\omega_p$. In the model $c/\omega_p=1973.27/30=65.8$ angstrom. At 3000 eV the change is due near $\gamma=100$, where the vacuum range of 65.8 angstrom becomes 46.4 angstrom, smaller by about $\sqrt2$. At $\gamma=10^4$ the vacuum range would be 6578 angstrom, but in the medium it is 65.5 angstrom.

This screening picture does not cover every frequency. Where the medium is transparent and $\beta^2\varepsilon>1$, $\kappa$ is imaginary and the field travels away as Cherenkov light. That loss is included in $F_T$. As the damping goes to zero it becomes the whole of $F_T$, because the integrand over real frequencies then vanishes unless $\beta^2\varepsilon>1$. The contour result accounts for both behaviours together.

## A second case: the lossless plasma

For $\varepsilon=1-\omega_p^2/\omega^2$, taken as the limit of small damping, all longitudinal loss lies at $\omega_p$, so $I=\omega_p$. The condition $\omega_p^2/(\omega_p^2+\ell^2)=\gamma^{-2}$ gives $\ell^2=(\gamma^2-1)\omega_p^2=\beta^2\gamma^2\omega_p^2$. Then $\delta=\ln\gamma^2-\beta^2$ and $F_T=0$ at every speed.

The reason is kinematic. A photon in the plasma has $\omega^2=\omega_p^2+q^2c^2$, hence $\omega>qc$, whereas the charge supplies $\omega=\mathbf q\cdot\mathbf v<qc$. With damping of $0.001\,\omega_p$ and $\gamma=100$, $F_T$ is 0.00155; ten times less damping gives 0.000155. The saturated value $2\ln(I/\omega_p)$ thus measures how far binding and damping together raise $I$ above $\omega_p$.

## The close collisions

For $W>Q_1$ the electron is treated as free and initially at rest. The medium correction $\omega_p^2/c^2$ to the photon denominator is negligible beside $q^2\ge2Q_1$. In the rest frame of the heavy charge, the electron has momentum $p=\gamma v$ and energy $E=\gamma c^2$, and first Born scattering gives

$$\frac{d\sigma}{d\Omega}=\frac{4z^2\gamma^2}{q^4}M,\qquad q=2p\sin\frac\theta2 .$$

Here $M=\frac12\mathrm{Tr}[\Lambda(\mathbf p')\Lambda(\mathbf p)]$ is the spin-averaged overlap, with the positive-energy projector $\Lambda=\frac12[1+(c\boldsymbol\alpha\cdot\mathbf p+\alpha_0c^2)/E]$. The Dirac matrices are traceless, anticommute and square to 1, so

$$M=\frac12\left[1+\frac{c^2p^2\cos\theta+c^4}{E^2}\right]=\frac12[2-\beta^2(1-\cos\theta)]=1-\beta^2\xi,\qquad \xi=\sin^2\frac\theta2 .$$

Boosting the outgoing electron to the laboratory gives its kinetic energy

$$W=\gamma^2c^2(1-\beta^2\cos\theta)-c^2=\gamma^2\beta^2c^2(1-\cos\theta)=W_{\max}\xi,$$

with $W_{\max}=2c^2\beta^2\gamma^2=2p^2$. Using $d\Omega=4\pi\,d\xi$ and $q^4=16p^4\xi^2$,

$$\frac{d\sigma}{dW}=\frac{\pi z^2\gamma^2W_{\max}}{p^4W^2}(1-\beta^2\xi)=\frac{2\pi z^2}{v^2W^2}\left(1-\beta^2\frac W{W_{\max}}\right).$$

Multiplying by $nW$, integrating from $Q_1$ to $W_{\max}$ and using $2\pi n=\omega_p^2/2$ gives $F_C=\ln(W_{\max}/Q_1)-\beta^2$, up to terms of order $Q_1/W_{\max}$. In the sum $Q_1$ cancels:

$$F_L+F_T+F_C=2\left[\ln\frac{2c^2\beta^2\gamma^2}{I}-\beta^2-\frac\delta2\right].$$

One $\ln\gamma^2-\beta^2$ came from distant transverse photons; the other came from the growth of $W_{\max}$ and the Mott factor.

If close collisions are counted only for transfers below $W_c$, with $Q_1<W_c\le W_{\max}$, the close term is $\ln(W_c/Q_1)-\beta^2W_c/W_{\max}$. The bracket then tends to

$$\ln\frac{2c^2W_c}{I^2}+2\ln\frac I{\omega_p}=\ln\frac{2c^2W_c}{\omega_p^2}.$$

Binding has dropped out, and this plateau depends on the medium through its electron density alone, provided $W_c$ lies far above all binding energies.

## Reading the numbers

The model has $I=76.5$ eV. Averaging $\ln\omega$ over $\mathrm{Im}\,\varepsilon$, as suits a dilute medium, would give 52.4 eV. The definition matters: the limit of $F_T$ is $2\ln(76.479/30)=1.872$, and the dilute value would put it at 1.12.

At $\gamma=100$, $\ln\gamma^2-\beta^2=8.210$ and $\delta=6.377$, so $F_T=1.833$. The limiting form of $\delta$ gives 6.339 there, but 1.723 instead of 2.238 at $\gamma=10$, and a negative number at $\gamma=3$. It is a high-energy form. For all six energies listed in the numerical output, $\delta$ from imaginary frequencies was tested against direct integration over real frequencies, with agreement within $10^{-5}$.

For $z=1$ and $W_c=10^4$ eV, the plateau bracket is $\ln(2\times510999\times10^4/30^2)=16.245$ and the restricted loss tends to 0.02703 eV/angstrom. Their ratio, 0.001664 eV/angstrom, is the prefactor at $\beta=1$. This value still contains all distant losses, including the Lorentz tails above $W_c$, which hold 0.3% of the strength; at $\gamma=10^4$ removing them lowers the bracket by 0.046 and the loss to 0.02696 eV/angstrom. The restricted loss dips to 0.02646 at $\gamma=10$ among the listed energies, because the factor $1/\beta^2$ is still falling while $F_T$ rises, and reaches the plateau to four digits by $\gamma=10^3$.

The full loss keeps growing, from 0.05606 to 0.06372 eV/angstrom between $\gamma=10^3$ and $10^4$. With $F_T$ saturated, the expected increase is $0.001664\times\ln100=0.00766$, against 0.00767 from the numerical output; without the density effect it would be twice as large. The full values at the highest energies belong to the limit of infinite projectile mass. For a projectile of finite mass, recoil lowers $W_{\max}$ once $\gamma$ electron masses are no longer small beside that mass, and the close-collision rise must then be recalculated. Size matters as well: the largest momentum transfer is $2\gamma v$, which resolves a nuclear radius near $\gamma\sim100$. For a carbon-12 nucleus with a Gaussian charge form factor of rms radius 2.47 fm, recoil included and $Q_1=10^4$ eV, the elastic $F_C$ is 13.85 at $\gamma=10^3$ and 13.87 at $10^4$, against 17.44 and 22.05 for the point charge, so this term also levels off.

## Numbers as computed

```
plasma energy wp = 30.0 eV
oscillator: strength 0.5, at 12 eV, width 3 eV
oscillator: strength 0.3, at 60 eV, width 20 eV
oscillator: strength 0.2, at 600 eV, width 200 eV
electron rest energy = 510999.0 eV
hbar c = 1973.270 eV angstrom
sum rule, loss function = 1.000000
sum rule, absorption = 1.000000
I from loss function = 76.479 eV
I from absorption (dilute) = 52.447 eV
static eps = 4.2005
threshold beta = 0.4879
threshold gamma = 1.1456
Bethe sums at 3 wave numbers: 1.000000 1.000000 1.000000
dilute weight split at t = 0.01
gamma 1000: below 8.2006, above 4.6149
gamma 10000: below 12.8056, above 4.6151
plasma F_T, damping 0.001 wp, gamma 100 = 0.001550
plasma F_T, damping 0.0001 wp, gamma 100 = 0.000155
gamma | ln g^2-b^2 | delta | limit form | F_T  (no units)
    1.05    0.0046    0.0000   -5.1495    0.0046
    3.00    1.3083    0.5924   -0.7922    0.7159
   10.00    3.6152    2.2382    1.7235    1.3769
  100.00    8.2104    6.3772    6.3386    1.8333
 1000.00   12.8155   10.9471   10.9439    1.8684
10000.00   17.4207   15.5494   15.5490    1.8713
limit of F_T, 2 ln(I/wp) = 1.8716
transverse range at 3000 eV, angstrom
gamma | vacuum | medium
      10       6.54       6.51
     100      65.77      46.42
    1000     657.76      65.21
   10000    6577.57      65.53
c/wp = 65.78 angstrom
energy loss, z = 1, eV/angstrom; W_c = 10000 eV
gamma | full | restricted to W < W_c
    1.05   0.255228   0.214686
    3.00   0.038921   0.028027
   10.00   0.040297   0.026459
  100.00   0.048338   0.026973
 1000.00   0.056056   0.027029
10000.00   0.063724   0.027034
plateau bracket ln(2 mc^2 W_c/wp^2) = 16.2452
restricted plateau = 0.027034 eV/angstrom
```
